# Why two subbands of unequal mobility give positive classical magnetoresistance

**Q:** I have a long Hall bar with two occupied electron subbands, and its resistance rises with magnetic field. I had expected a flat classical resistance from each subband alone. Is that expectation right?

**A:** It is, if the subband has an isotropic effective mass and a relaxation time $\tau$ that does not depend on energy. Take $B$ along $z$, the current along $x$, and carriers of charge $-e$. In the steady state the electric, magnetic and friction forces balance:

$$-e(\mathbf E+\mathbf v\times\mathbf B)-\frac{m\mathbf v}{\tau}=0 .$$

With $\mu=e\tau/m$ and $\mathbf v\times\mathbf B=(v_yB,-v_xB)$, this reads

$$v_x=-\mu(E_x+v_yB),\qquad v_y=-\mu(E_y-v_xB).$$

The sheet current density is $\mathbf j=-ne\mathbf v$, where $n$ is the sheet density. Multiplying by $-ne$ and writing $s=ne\mu$ gives

$$j_x=sE_x-\mu Bj_y,\qquad j_y=sE_y+\mu Bj_x. \tag{1}$$

Far from the end contacts no net current crosses the bar. With one subband this means $j_y=0$, so

$$j_x=sE_x,\qquad E_y=-\mu BE_x .$$

The Hall field cancels the sideways magnetic force, the electrons drift straight along the bar, and $\rho_{xx}=E_x/j_x=1/s$ at any $B$.

**Q:** The electrons have a thermal spread of energies. Does that spoil the cancellation?

**A:** Not when $\tau$ is constant. In the relaxation-time approximation for a parabolic, isotropic band, electrons on each energy shell obey equation (1) with their own share of $s$. The magnetic force does no work, so it does not mix the shells. If all shells have the same $\mu$, one Hall field serves them all, and adding the shells returns equation (1) for the whole subband.

**Q:** Then why do two such subbands in parallel behave differently?

**A:** They need different Hall fields and get only one. For zero transverse current, subband $i$ needs $E_y=-\mu_iBE_x$. If the subbands share one local electrochemical potential, they feel the same $E_y$, which cannot meet both demands when $\mu_1\ne\mu_2$. The requirement of zero net transverse current still holds, but it now allows

$$j_{1y}=t,\qquad j_{2y}=-t .$$

To find $t$, insert the first part of equation (1) into the second:

$$j_{iy}=s_iE_y+\mu_iB(s_iE_x-\mu_iBj_{iy}).$$

Collecting the terms in $j_{iy}$ gives

$$j_{iy}=D_i(E_y+\mu_iBE_x),\qquad D_i=\frac{s_i}{1+\mu_i^2B^2}. \tag{2}$$

So $t/D_1=E_y+\mu_1BE_x$ and $-t/D_2=E_y+\mu_2BE_x$. Subtracting the second from the first removes $E_y$:

$$t=(\mu_1-\mu_2)BE_x\,\frac{D_1D_2}{D_1+D_2}. \tag{3}$$

For $\mu_1>\mu_2$ and positive $B$ and $E_x$, $t$ is positive. The Hall field is too weak for the mobile subband and too strong for the slow one.

**Q:** The two transverse currents cancel. How can they change the resistance along the bar?

**A:** Their currents cancel, but the magnetic forces on them do not have cancelling effects, because the subbands respond with different mobilities. Adding the $x$ parts of equation (1), with $s_0=s_1+s_2$,

$$J=s_0E_x-\mu_1Bt+\mu_2Bt=s_0E_x-(\mu_1-\mu_2)Bt. \tag{4}$$

At fixed $E_x$ the mobile subband loses more forward current than the slow one gains. By equation (3), $t$ has the sign of $(\mu_1-\mu_2)B$ for positive $E_x$, so the subtracted term is positive whichever subband is faster. Since $\rho_{xx}=E_x/J$ and $\rho_0=1/s_0$, dividing equation (4) by $J$ gives

$$\frac{\Delta\rho_{xx}}{\rho_0}=\frac{s_0E_x}{J}-1=(\mu_1-\mu_2)B\,\frac{t}{J}. \tag{5}$$

**Q:** Can you write this in terms of densities and mobilities?

**A:** From the definition of $D_i$,

$$\frac{D_1D_2}{D_1+D_2}=\frac{1}{1/D_1+1/D_2}=\frac{s_1s_2}{M},\qquad M=s_0+B^2(s_2\mu_1^2+s_1\mu_2^2).$$

Equations (3) and (4) then give $1/\rho_{xx}=s_0-K$, with $K=s_1s_2(\mu_1-\mu_2)^2B^2/M$. The relative increase is $s_0/(s_0-K)-1=K/(s_0-K)$, or

$$\frac{\Delta\rho_{xx}}{\rho_0}=\frac{s_1s_2(\mu_1-\mu_2)^2B^2}{s_0M-s_1s_2(\mu_1-\mu_2)^2B^2}.$$

In the denominator, the coefficient of $B^2$ is

$$(s_1+s_2)(s_2\mu_1^2+s_1\mu_2^2)-s_1s_2(\mu_1-\mu_2)^2 .$$

The terms $s_1s_2\mu_1^2$ and $s_1s_2\mu_2^2$ cancel. What remains is

$$s_2^2\mu_1^2+s_1^2\mu_2^2+2s_1s_2\mu_1\mu_2=(s_2\mu_1+s_1\mu_2)^2=(en\mu_1\mu_2)^2,$$

where now $n=n_1+n_2$. Therefore

$$\frac{\Delta\rho_{xx}}{\rho_0}=\frac{s_1s_2(\mu_1-\mu_2)^2B^2}{s_0^2+(en\mu_1\mu_2B)^2}. \tag{6}$$

This is positive for $B\ne0$ and unequal mobilities, and zero for equal ones.

**Q:** What sets the shape of the curve?

**A:** At low field, with $f_i=s_i/s_0$, equation (6) becomes $f_1f_2(\mu_1-\mu_2)^2B^2$. The coefficient of $B^2$ is the variance of the mobility, weighted by conductivity. At high field the increase saturates. The whole curve is

$$\frac{\Delta\rho_{xx}}{\rho_0}=R_\infty\frac{(B/B_h)^2}{1+(B/B_h)^2},$$

$$R_\infty=\frac{n_1n_2(\mu_1-\mu_2)^2}{n^2\mu_1\mu_2},\qquad B_h=\frac{s_0}{en\mu_1\mu_2}. \tag{7}$$

Half of the saturation value is reached at $B_h$.

**Q:** A magnetic force does no work. Where does the extra Joule heat come from?

**A:** Take the scalar product of $\mathbf j_i$ with equation (1). The magnetic terms are perpendicular to $\mathbf j_i$ and drop out, so $\mathbf j_i\cdot\mathbf E=|\mathbf j_i|^2/s_i$. Summed over subbands, the left side is $JE_x=\rho_{xx}J^2$. The resistance can therefore rise at fixed $J$ only if the current is divided differently.

Write $\mathbf j_1/J=f_1\hat{\mathbf x}+\boldsymbol\delta$ and $\mathbf j_2/J=f_2\hat{\mathbf x}-\boldsymbol\delta$. Using $s_i=f_is_0$,

$$\rho_{xx}=\frac1{s_0}\left[f_1+2\delta_x+\frac{\delta^2}{f_1}+f_2-2\delta_x+\frac{\delta^2}{f_2}\right]=\rho_0\left[1+\frac{\delta^2}{f_1f_2}\right]. \tag{8}$$

The zero-field division, $\boldsymbol\delta=0$, gives the least heat.

**Q:** So the extra heat is that of the countercurrents?

**A:** That holds at low field, but not at high field. The transverse part is $\delta_y=t/J$. For the forward part, equation (4) gives $s_1E_x=f_1[J+(\mu_1-\mu_2)Bt]$, so

$$\delta_x=\frac{s_1E_x-\mu_1Bt}{J}-f_1=-(f_2\mu_1+f_1\mu_2)\frac{Bt}{J}=-\frac{B}{B_h}\,\delta_y .$$

The last step uses $f_2\mu_1+f_1\mu_2=en\mu_1\mu_2/s_0=1/B_h$. The countercurrents thus supply a fraction $1/(1+B^2/B_h^2)$ of the excess heat. The rest comes from moving forward current out of the mobile subband.

At high field, equation (5) with a saturated left side shows that $t/J$ falls as $1/B$, while $Bt/J$ tends to $R_\infty/(\mu_1-\mu_2)$. Hence

$$\delta_x\to-\frac{R_\infty}{B_h(\mu_1-\mu_2)}=-\frac{n_1n_2(\mu_1-\mu_2)}{n(n_1\mu_1+n_2\mu_2)}=\frac{n_1}{n}-f_1 .$$

The forward currents are then divided by density instead of by conductivity. The countercurrents become small, but the magnetic force on them still maintains this costlier division.

**Q:** How do the countercurrents close at the edges of the bar?

**A:** Electrons must transfer between the subbands. Without transfer, each subband would build its own Hall field, both $t$ and the magnetoresistance would vanish, and equation (6) would not apply.

Let $u_i(y)$ be the electrochemical potentials, expressed as voltages, and $G$ the transfer conductance per area. Current conservation gives $t'=-G(u_1-u_2)$. Equation (2), with a separate field $E_{iy}=-u_i'$ for each subband, gives

$$-(u_1-u_2)'=t\left(\frac1{D_1}+\frac1{D_2}\right)-(\mu_1-\mu_2)BE_x .$$

Differentiating the first relation and inserting the second,

$$t''=\frac{t-t_\infty}{\lambda^2},\qquad \frac1{\lambda^2}=G\left(\frac1{D_1}+\frac1{D_2}\right),$$

where $t_\infty$ is the value in equation (3). Since $t=0$ at the edges $y=\pm W/2$,

$$t=t_\infty\left[1-\frac{\cosh(y/\lambda)}{\cosh(W/2\lambda)}\right].$$

Averaging over the width multiplies $t_\infty$ by $F=1-\tanh(w)/w$, with $w=W/2\lambda$, and $1/\rho_{xx}$ becomes $s_0-FK$. Equation (6) needs $\lambda\ll W$. The mobilities must also include any momentum lost in the transfer itself, which is negligible when transfer is slow compared with momentum relaxation.

**Q:** What size of effect should I expect in silicon?

**A:** Consider a double-gate silicon-on-insulator film at 15 K, 16 nm thick, with one subband at each oxide interface and a rougher back interface. I take $n_1=2\times10^{12}$ and $n_2=1\times10^{12}$ cm⁻², with $\mu_1=6000$ and $\mu_2=2000$ cm²/Vs, or 0.6 and 0.2 m²/Vs. Equation (7) gives

$$B_h=\frac{2(0.6)+1(0.2)}{3(0.6)(0.2)}\ \text{T}=3.89\ \text{T},\qquad R_\infty=\frac{2\cdot1}{3^2}\,\frac{0.4^2}{0.6\cdot0.2}=29.6\%.$$

At 4 T and $E_x=1$ V/cm, the subbands need Hall fields of 2.4 and 0.8 V/cm. They share 1.75 V/cm. The countercurrent is 9.52% of $J$, so equation (5) gives $0.4\times4\times0.0952=15.2\%$. The resistance rises from 446 to 514 ohm per square.

The front subband's share of forward current falls from 85.7% to 75.9%, on its way to its density share of 66.7%. The countercurrents supply 49% of the excess heat at 4 T, but 94% at 1 T. The numerical output lists the other fields.

**Q:** How far would you trust 15% for a real film?

**A:** As a classical estimate for these inputs, not as a prediction for a particular device. The densities and mobilities are rough values, and 6000 cm²/Vs is optimistic: at the assumed body doping of $5\times10^{17}$ cm⁻³, scattering by the ionized acceptors alone would limit the front mobility to roughly that value, leaving little room for interface roughness. Halving both mobilities at fixed densities has the same effect as halving $B$, and reduces the increase at 4 T to 6.2%. Real scattering also depends on energy. If both mobilities were proportional to energy, with their stated values kept at the Fermi energies, the increase would be 15.9%, and the front subband alone would show 2.7%.

Transfer matters less here. A rough tunnelling estimate gives a transfer time near 2 ns, against relaxation times below 1 ps, and $\lambda\approx0.9$ μm at 4 T. In a 100 μm wide bar, $F=0.98$ and the increase is 14.9%. A transfer time 100 times longer would make $\lambda$ ten times longer and leave about 12%. The 2 ns is uncertain by an order of magnitude either way. Exchange and correlation raise the barrier in the middle of the film; a local-density term lengthens the tunnelling time to 20 to 30 ns, which would leave about 14%. On the other side, scattering by the acceptors also moves electrons between the subbands. A Born estimate with screening, without exchange and correlation, gives about 0.3 ns, faster than tunnelling, which brings the increase closer to 15.2%.

**Q:** What would make the classical picture fail?

**A:** Landau quantization is one cause. A one-subband formula for the front subband puts the oscillation amplitude below 0.1% of that subband's own resistance at 4 T but at about 12% at 8 T. The formula sets the quantum lifetime equal to the transport lifetime, which overestimates the amplitude if small-angle scattering is important, and the back subband in parallel roughly halves the effect. That still leaves oscillations of a few percent of the total resistance at 8 T, so I would not rely on the classical 24% there. Electron interactions bring a further quantum correction. A one-subband formula with the front mobility puts its scale at 4 T at a few percent of the resistance per unit of a logarithm in temperature. That logarithmic form requires $k_BT\tau/\hbar\ll1$, whereas this quantity is about 1 for the front subband at 15 K, so the figure is only an order of magnitude. Weak localization acts in the opposite direction: the field suppresses it and lowers the resistance. With an assumed phase-coherence time of 2 to 5 ps, the diffusive formula puts this at roughly 1 to 4% at 1 T, as large as the classical 1.8% there, and at roughly 2 to 5% at 4 T. The low-field $B^2$ rise may therefore be hidden in a real film.

Further subbands are another. The lowest level of the valleys with anisotropic in-plane mass is estimated at 18.6 meV above the front level, against a front Fermi energy of 12.6 meV. These valleys then hold about 0.3% of the electrons. The margin is only 6 meV. The level calculation uses hard walls, omits exchange and correlation, and is not self-consistent. Self-consistency lowers the level by only about 0.3 meV, but a finite oxide barrier lowers it to about 16.6 meV (about 1.3% of the electrons), while a local-density exchange-correlation term raises it to about 22 to 24 meV (0.02% or less). Doping of $10^{17}$ cm⁻³ or below would lower it to 14 to 15 meV and put 5 to 8% of the electrons there. This small population is therefore uncertain by more than an order of magnitude. If they filled, differently oriented valleys could produce magnetoresistance even within one subband.

Finally, I have neglected momentum exchange between the two subbands. If it were strong enough to force equal drift velocities, they would act as one fluid with one mobility, and this magnetoresistance would disappear.

## Computed results

```
Densities front, back: 2.0, 1.0 1e12 cm^-2
Mobilities front, back: 6000, 2000 cm2/Vs
Temperature: 15.0 K; bar width: 100 um
Film thickness: 16.0 nm; doping: 5.0e+17 cm^-3
Masses mt, ml: 0.190, 0.916 m_e; permittivity: 11.7
Sheet conductivities: 1.9226, 0.3204 mS
Zero-field resistance: 445.82 ohm/square
Resistance at 4 T: 513.73 ohm/square
Front current share at zero field: 85.71 %
Front density share: 66.67 %
Conductivity-weighted mobility variance: 0.01959 T^-2
Half-saturation field: 3.889 T
Classical saturation MR: 29.63 %
Hall fields wanted at 4 T, Ex=1 V/cm: 2.400, 0.800 V/cm
Shared Hall field magnitude: 1.748 V/cm
Below: MR; front forward share; countercurrent/J; transverse excess share
B=1 T: 1.84 %; 84.53 %; 4.59 %; 93.8 %
B=2 T: 6.20 %; 81.73 %; 7.75 %; 79.1 %
B=4 T: 15.23 %; 75.92 %; 9.52 %; 48.6 %
B=8 T: 23.97 %; 70.31 %; 7.49 %; 19.1 %
Fermi energies front, back: 12.60, 6.29 meV; kT: 1.293 meV
Relaxation times: 0.648, 0.216 ps
Subband offset: 6.310 meV
Estimated tunnel coupling: 0.06127 meV
Estimated transfer time: 1896.16 ps
Equalization length at 4 T: 0.929 um
Transfer factor F at 4 T: 0.98141
MR at 4 T with finite transfer: 14.91 %
Third level above front level: 19.91 meV
Third-subband density: 7.18e+08 cm^-2
Anisotropic-valley level above front: 18.63 meV
Anisotropic-valley density: 8.42e+09 cm^-2
MR at 4 T if mobility is proportional to energy: 15.93 %
Front subband alone with that mobility: 2.73 %
Quantum-oscillation amplitude estimate at 4 T: 0.064 %
Quantum-oscillation amplitude estimate at 8 T: 11.599 %
Localization correction per unit logarithm: 0.55 %
Interaction correction scale at 4 T per unit logarithm: 2.62 %
```
